Haydock continued fraction for excitonic absorption: depth, broadening and grid convergence

**1. What scaling and symmetry fix**

An electron and a hole are created by light in the same cell of a square lattice and then move with hopping t under an attraction V(R). Let S(E) be the absorption line shape, normalised to unit area, and η the Lorentzian half-width. Adding a constant to the Hamiltonian shifts E; multiplying all energies by λ divides S by λ. Hence

S(E) = (1/t) F[(E−E_g)/t, η/t, V/t].

The number N of recursion levels is dimensionless. For a given error of t·S it can therefore depend on the broadening through η/t, not through η alone. What remains to be found is the function, which turns out to be N ∝ t/η inside the continuum.

Symmetry reduces the problem further. Light carries negligible momentum, so the pair momentum is zero and one coordinate R remains. The starting state R = 0 is invariant under the operations of the square, and so is H. Repeated application of H stays in the fully symmetric sector, without any symmetry code.

**2. Model and line shape**

The conduction band is E_g + 2t_e(2−cos k_x−cos k_y), the valence band −2t_h(2−cos k_x−cos k_y), with k in units of the inverse lattice constant. Put t = t_e+t_h. With M grid points, in the Tamm-Dancoff approximation and without electron-hole exchange, the pair amplitude A(k) obeys

[E_g + 2t(2−cos k_x−cos k_y)] A(k) − (1/M) Σ_k' W(k−k') A(k') = E A(k),
W(q) = Σ_R V(R) exp(−iq·R).

Define ψ(R) = M^(−1/2) Σ_k exp(ik·R) A(k). Since 2cos k_x + 2cos k_y is the sum of exp(ik·δ) over the four neighbour vectors δ, the band term becomes (E_g+4t)ψ(R) − t Σ_δ ψ(R+δ). In the attraction term the sum over k of exp[ik·(R−R')] is M for R' = R and zero otherwise, which leaves V(R)ψ(R). Thus

(Hψ)(R) = [E_g+4t−V(R)] ψ(R) − t Σ_δ ψ(R+δ).

For a k-independent dipole d, the transition amplitude is d Σ_k A(k) = d √M ψ(0). The golden rule gives a strength per cell proportional to |ψ_j(0)|² = f_j for eigenstate j. Replacing each delta function by a Lorentzian,

S(E) = Σ_j f_j (η/π)/[(E−E_j)²+η²] = −(1/π) Im G(E+iη),
G(z) = <0|(z−H)^(−1)|0>.

Here |0> is the normalised state at R = 0, so Σ_j f_j = 1. In the length gauge the resonant part of the imaginary dielectric function is a constant times S; that constant is not evaluated here.

**3. The recursion and its first coefficients**

Start with |0>, set b_0 = 0, and build orthonormal states by

b_(n+1)|n+1> = (H−a_n)|n> − b_n|n−1>,   a_n = <n|H|n>.

Two subtractions suffice. For m < n−1, H|m> lies in the span of |0> to |m+1> and is orthogonal to |n>, so <m|H|n> = 0. For m = n−1 the recursion itself gives <n−1|H|n> = b_n. In this basis H is a tridiagonal matrix: a chain with site energies a_n and hoppings b_n.

The first steps can be done by hand and make a useful implementation check. Take E_g = 1.5 eV, t = 0.25 eV, V(0) = V_0 = 0.8 eV, and a Coulomb attraction at other sites with lattice constant 0.5 nm and relative permittivity 10, so that the neighbour value is V_1 = 0.288 eV. These are round model parameters. Then

a_0 = E_g+4t−V_0 = 1.5+1.0−0.8 = 1.700 eV.

H|0> puts −t on four neighbours, so b_1 = √(4t²) = 2t = 0.500 eV. State |1> has amplitude −1/2 on each of them. They are not neighbours of one another, hence

a_1 = E_g+4t−V_1 = 2.5−0.288 = 2.212 eV.

Hopping outwards gives t/2 on four straight sites, and t on four diagonal sites, each reached by two routes. Therefore b_2² = 4(t/2)²+4t² = 5t² and b_2 = 0.559 eV. All four values agree with the computed coefficients.

**4. From coefficients to spectrum**

Let J be the chain matrix of the first N levels and solve (z−J)g = e_0. For n ≥ 1, with g_N = 0,

(z−a_n)g_n − b_n g_(n−1) − b_(n+1) g_(n+1) = 0.

Write b_(n+1) g_(n+1) = τ_(n+1) g_n. Then (z−a_n−τ_(n+1))g_n = b_n g_(n−1); multiplying by b_n and dividing by the bracket gives

τ_n = b_n²/(z−a_n−τ_(n+1)),   τ_N = 0,
G_N = g_0 = 1/(z−a_0−τ_1).

Evaluation from the far end is stable. If Im τ_(n+1) ≤ 0, the denominator has imaginary part at least η, so it cannot vanish, and its reciprocal has a negative imaginary part. The sign then passes down to τ_1, and S_N cannot be negative.

**Pseudocode**

v ← 1 at R=0, zero elsewhere;  old ← 0;  b ← 0
for n = 0 to N−1:
  w ← H applied to v, minus b·old
  a[n] ← v·w;  w ← w − a[n]·v
  b ← norm(w);  b[n+1] ← b
  if b is zero to rounding: keep n+1 levels and stop
  old ← v;  v ← w/b
for each z = E+iη:
  τ ← 0, or the terminator of section 8
  for n = N−1 down to 1: τ ← b[n]²/(z−a[n]−τ)
  S ← −Im[1/(z−a[0]−τ)]/π

A true b = 0 means that the states reached form a closed space, and the finite fraction is then the full answer.

Three lattice vectors are stored, besides the attraction itself. On an L×L lattice the recursion costs of order N L² operations, and each complex energy costs of order N more. The same coefficients serve every E and η. A dense Hamiltonian needs L⁴ entries and of order L⁶ operations to diagonalise. For L = 600, used below, a vector has 360,000 entries and a dense matrix would have 1.3×10¹¹.

**5. What N levels contain**

The state H^m|0> reaches at most level m. For m ≤ N−1 it therefore equals J^m|0>. One more application couples the last level to the next:

H^N|0> = J^N|0> + b_1b_2…b_N |N>.

Let μ_m = <0|H^m|0>. Splitting the powers between the two sides and using orthogonality to |N>, all moments up to μ_(2N−1) are reproduced by J. The next one is

μ_(2N) = <0|J^(2N)|0> + b_1²b_2²…b_N².

So N levels buy 2N moments, μ_0 to μ_(2N−1), which is the source of the factor 2 in the convergence exponent. A numerical test at N = 6 confirms the equality of the lower moments and the size of the first defect.

**6. A bound known before the calculation**

The band energy above the gap lies between 0 and 8t, and 0 ≤ V ≤ V_0. Hence E_g−V_0 ≤ H ≤ E_g+8t. This interval has middle c = E_g+4t−V_0/2 and half-width h = 4t+V_0/2: here 2.1 eV and 1.4 eV. Let x = c+hs and z = c+hζ, and define

u = ζ−√(ζ²−1),   |u| < 1,   so that u+1/u = 2ζ.

With s = cos φ and Chebyshev polynomials T_k(s) = cos kφ, summing two geometric series gives

1 + 2 Σ_(k≥1) u^k T_k(s) = (1−u²)/(1−2us+u²).

The denominator is 2u(ζ−s), because 1+u² = 2uζ, and (1−u²)/(2u) = √(ζ²−1). Therefore

1/(z−x) = [1 + 2 Σ_(k≥1) u^k T_k(s)] / [h√(ζ²−1)].

Keep terms up to k = 2N−1. Since |T_k| ≤ 1, the remainder is at most 2|u|^(2N)/[h|√(ζ²−1)|(1−|u|)]. The retained polynomial has the same average for H and for J, by section 5. The remainder is averaged once with the weights of H and once with those of J; both sets are positive and sum to one, and the eigenvalues of J lie in the same interval by the variational principle. The two remainders add in the worst case:

|G−G_N| ≤ 4|u|^(2N) / [h |√(ζ²−1)| (1−|u|)].

The error of S is at most this divided by π. The result holds in exact arithmetic. It was tested at every sampled energy against dense diagonalisation in k space, on a 36×36 grid with η = 50 meV. At N = 80 the largest error was 3.1×10⁻⁴ 1/eV and the largest bound 0.27 1/eV: safe, but far from tight.

To read the exponent, put u = exp(−κ−iφ), now with φ the phase of u. Then ζ = cosh(κ+iφ), whose parts are

Re ζ = cosh κ cos φ,   Im ζ = sinh κ sin φ = η/h.

Inside the interval, with Re ζ = cos θ and small η, this gives κ ≈ η/(h sin θ). In the middle φ = π/2 and κ = asinh(η/h), the slowest case. At an edge, cosh(κ+iφ) ≈ 1+(κ+iφ)²/2 = 1+iη/h gives κ+iφ = (1+i)√(η/h), so κ ≈ √(η/h), which is much faster for η ≪ h.

The bound yields a guaranteed depth. In the middle |√(ζ²−1)| ≈ 1 and 1−|u| ≈ η/h, so the prefactor is about 4/η. For an error of S below 0.001 1/eV at η = 25 meV,

N ≥ ln[4/(π·0.001·0.025)] / [2·0.025/1.4] ≈ 10.84/0.0357 ≈ 304.

**7. The rate actually observed**

The interval above includes room for bound states, but an isolated exciton does not slow the continuum. To see this, assume that the coefficients approach those of a uniform chain with the band E_g to E_g+8t: a = E_g+4t and b = 2t. With w = z−a, the far chain obeys w g_n = b(g_(n+1)+g_(n−1)). Its solutions are v^n and v^(−n), where

v = ω−√(ω²−1),   ω = w/(2b) = w/(4t).

Truncation imposes g_N = 0, so g_n ∝ v^n − v^(2N−n). The second term is a wave reflected from the artificial end; back at the start it has the relative size v^(2N). At band centre ω = iη/(4t), and the error falls as

exp[−2N asinh(η/4t)],

up to a slowly varying prefactor. Physically, the pair must lose its amplitude to broadening before the echo returns.

This can be checked on an infinite lattice with a contact attraction U at R = 0. From H = H_0−U|0><0| one has G = G_0−U G_0G, so

G = G_0/(1+U G_0).

Without attraction, G_0 is the average of 1/(w+2t cos k_x+2t cos k_y). With p = (k_x+k_y)/2 and q = (k_x−k_y)/2 the cosines combine to 4t cos p cos q. Averaging over q gives 1/√(w²−16t²cos²p), and averaging that over p gives

G_0 = (2/πw) K(m),   m = (4t/w)²,

with K the complete elliptic integral of the first kind. For U = 0.8 eV and η = 50 meV the largest error of G falls from 4.34×10⁻⁴ to 1.44×10⁻⁷ 1/eV between N = 80 and 160. The rate is ln(3014)/80 = 0.100 per level; the formula gives 2 asinh(0.05) = 0.100.

For the Coulomb case, an error of S below 0.001 1/eV over the energy window needs N = 31, 64 and 127 at η = 100, 50 and 25 meV. The products Nη are 3.1, 3.2 and 3.2 eV, as the 1/η law requires. The guaranteed depths are 67, 143 and 304. They are larger because the bound uses h = 1.4 eV instead of 4t = 1.0 eV and a worst-case prefactor.

The exciton peak behaves differently. The level lies at E_X = 1.251 eV, so ω = (1.251−2.5)/1.0 = −1.249 and |v| = 1.249−√(1.249²−1) = 0.50 even for η → 0. Its convergence does not require N ∝ 1/η. At N = 20 and η = 25 meV the error at the peak is 4×10⁻⁹ 1/eV, while the largest error in the window is 0.48 1/eV. A converged peak is no evidence for a converged continuum.

**8. Terminating the chain**

Instead of τ_N = 0, let the chain continue uniformly. Its tail reproduces itself: τ = b²/(w−τ), or τ²−wτ+b² = 0. The root that falls off as b²/w at large |w| is

τ = [w−√(w−2b) √(w+2b)]/2,   b = 2t.

Taking the two principal roots separately selects this branch. A single principal root of w²−4b² has the wrong sign for Re w < 0 in the upper half-plane.

At η = 25 meV, relative to a 300-level calculation, the terminator reduces the largest error of S from 0.48 to 0.011 1/eV at N = 20, and from 0.12 to 7.8×10⁻⁴ 1/eV at N = 40. At N = 40 the terminated chain thus meets the tolerance that takes 127 truncated levels. The error does not fall steadily from there: at some larger depths, past the point where rounding destroys orthogonality (section 12), it rises above the tolerance again, so two depths should be compared here too. This is a result for this model, not a bound: the true coefficients still differ from their limits. With several separated continua they need not approach constants at all, and this terminator is then unsuitable.

**9. The k-grid is a second depth**

An L×L k-grid is a torus of L×L relative positions. Let V on it be the attraction at the nearest periodic image, so that W(q) is a sum over these L×L positions only. A closed path of fewer than L hops cannot go round it, so its moments equal those of the infinite lattice through order L−1. Coefficients up to a_(N−1) need moments through 2N−1. For even L, N ≤ L/2 levels are therefore free of grid error. Beyond that, the bound of section 6 applies to the grid error with |u|^(2N) replaced by |u|^L.

The actual decay is faster. The error is carried by waves arriving from the periodic images. Along x, with k_y = 0 or π, w = ∓2t−2t cos k_x. Take w = ∓2t+iη and k_x = π/2+iκ. Then cos k_x = −i sinh κ, so sinh κ = η/(2t), and this wave falls roughly as exp[−L asinh(η/2t)]. The wave from the diagonal image at (L, L) is strongest near band centre and falls roughly as exp[−2L asinh(η/4t)], almost the same rate for small η. Without attraction it is the larger of the two; the contact attraction used here suppresses it, and the wave along x then leads. For contact attraction and η = 50 meV it drops from 1.21×10⁻⁴ to 2.6×10⁻⁸ 1/eV between L = 80 and 160, a rate of 0.106 per unit of L against 0.100. A two-dimensional wave also spreads as L^(−1/2), which adds ln(√2)/80 = 0.004 and accounts for most of the difference.

For small η both exponents are equal at L = N. That choice balances the two errors; L = 2N removes the grid error from the coefficients at four times the storage. With L = 2N the recursion costs of order N³, hence η⁻³, in two dimensions.

**10. Broadening is not cured by depth**

Depth converges S to a spectrum that is still broadened. Setting E = E_X in the Lorentzian sum gives

πηS(E_X) = f_X + Σ_(j≠X) f_j η²/[(E_j−E_X)²+η²].

The excess over the exciton weight f_X vanishes as η² when the other levels are separated by much more than η. At η = 25 meV, π·0.025·5.2184 = 0.4099, against f_X = 0.4082 from diagonalisation. The excess is 0.0017; at 50 meV it is 0.0066, larger by a factor 3.9. Levels closer than η merge, whatever N is.

Without attraction, a two-dimensional band edge is a step, and the error there is half its height. The band bottom E_g+tk² has the density ∫d²k/(4π²) δ(E−E_g−tk²) = 1/(4πt) = 0.318 1/eV, starting as a step. A narrow Lorentzian centred on a step gives half its height, 0.159 1/eV; the computed value at the gap for η = 25 meV is 0.165 1/eV. Reducing η narrows the region affected but does not change this half. Attraction alters the edge itself: in the contact model G_0 diverges logarithmically there, so the unbroadened S = −Im G_0/(π|1+U G_0|²) tends to zero instead of starting as a step.

**11. Reading the spectrum**

The exciton is bound by 249 meV and carries 41% of the total weight. Since the area of S is one, 59% remains for all other states. At η = 25 meV and 0.2 eV above the gap, attraction raises S from 0.34 to 0.62 1/eV. At band centre, 2.5 eV, it lowers S from 1.03 to 0.19 1/eV. Weight moves downwards, as the mean energy shows: a_0 is 1.7 eV with attraction and 2.5 eV without.

The contact model explains the suppression. Its formula gives Im G = Im G_0/|1+U G_0|². At band centre the free spectrum is symmetric, so G_0 is imaginary, −iπ·1.028 = −3.23i 1/eV. With U = 0.8 eV the denominator is 1+2.58² = 7.7, and S falls to 0.13 1/eV. The longer-ranged attraction of the worked example also reduces S, by a factor 5.4 instead of 7.7. Both factors belong to η = 25 meV: the free spectrum has a logarithmic singularity at band centre, so they grow as η is reduced.

**12. Rounding and failure modes**

The exciton component c_n = <X|n> obeys (E_X−a_n)c_n = b_(n+1)c_(n+1)+b_n c_(n−1). In the uniform part of the chain its solutions are v^n and v^(−n). The true one decays, but rounding excites the other, which doubles at each level because |v| = 0.50. An error of 10⁻¹⁶ reaches order one after ln(10¹⁶)/ln 2, roughly 50 levels. Orthogonality is then lost and the exciton is found again.

On the 36×36 grid, 150 levels contain four copies of the exciton. Their weights sum to 0.408, the correct value, and at η = 50 meV G still agrees with full diagonalisation to better than 10⁻⁴ 1/eV. At intermediate depths rounding can raise the error, as section 8 shows, and counting eigenvalues of J as physical levels would be wrong. Full reorthogonalisation leaves one copy, but stores all N vectors and costs of order N²L² operations.

Other limits come from the model:

- A k-dependent dipole changes the starting vector. Normalise it and multiply S by its squared norm. The bound survives, but the rule N ≤ L/2 changes: if the vector reaches r hops from R = 0, paths between its ends can go round the torus in L−2r hops, which leaves N ≤ L/2−r.
- An interaction that depends on k and k' separately is not diagonal in R. Unless it is short-ranged or separable, each level then costs a full matrix-vector product.
- Coupling to antiresonant pairs makes the problem non-Hermitian in the ordinary scalar product. The positivity and the bound used here then no longer follow.

In practice, choose η from the resolution required, start with N of three to four times 4t/η for a truncated chain (the worked example needed 3.1 to 3.2 times for an error of 0.001 1/eV; a weaker attraction needs more), take L between N and 2N, and compare two depths in the continuum, not at the peak. The numerical output below lists the values used.

Computed values

```
gap 1.5 eV, hopping 0.25 eV, on-site attraction 0.8 eV
cell 0.5 nm, relative permittivity 10.0
neighbour attraction 0.2880 eV
spectral interval: middle 2.100 eV, half-width 1.400 eV
exciton energy 1.25072 eV, binding 249.28 meV
exciton weight 0.40818
36x36 k-grid, eta 50 meV, error of G in 1/eV:
  N=10: largest error 1.49e+00, bound 3.99e+01
  N=20: largest error 3.60e-01, bound 1.95e+01
  N=40: largest error 2.89e-02, bound 4.68e+00
  N=80: largest error 3.10e-04, bound 2.69e-01
N=6: scaled moment 12 defect 5.5249e-06
N=150 exciton copies: plain 4, reorthogonalised 1
summed weight of plain copies 0.40818
contact attraction, infinite lattice, eta 50 meV:
  error of G 4.34e-04 (N=80), 1.44e-07 (N=160) 1/eV
  decay per level 0.1001, asymptotic formula 0.1000
  k-grid 40x40: largest error of G 1.18e-02 1/eV
  k-grid 80x80: largest error of G 1.21e-04 1/eV
  k-grid 160x160: largest error of G 2.60e-08 1/eV
  decay per grid side 0.1056, formula 0.0998
Coulomb attraction, infinite lattice:
  a_0..a_3 [eV]: 1.70000 2.21201 2.30829 2.39291
  b_1..b_4 [eV]: 0.50000 0.55902 0.48792 0.51752
  largest false overlap <0|n>, n<300: 0.368
  depth for error of S below 0.001 1/eV:
    eta 100 meV: N=31, guaranteed N=67
    eta 50 meV: N=64, guaranteed N=143
    eta 25 meV: N=127, guaranteed N=304
  eta 25 meV, largest error of S in 1/eV:
    N=20: truncated 4.83e-01, terminated 1.13e-02
    N=40: truncated 1.18e-01, terminated 7.83e-04
    N=80: truncated 1.22e-02, terminated 4.76e-05
    N=160: truncated 1.70e-04, terminated 3.27e-06
  N=20 truncated error at the exciton peak 3.75e-09 1/eV
  eta 50 meV: peak S 2.6403 1/eV, pi*eta*S - weight 0.00656
  eta 25 meV: peak S 5.2184 1/eV, pi*eta*S - weight 0.00167
  spectrum at eta 25 meV, S in 1/eV (with, without attraction):
    E=1.2507 eV: 5.2184, 0.0115
    E=1.5000 eV: 0.5986, 0.1652
    E=1.7000 eV: 0.6168, 0.3449
    E=2.0000 eV: 0.5242, 0.4340
    E=2.5000 eV: 0.1896, 1.0283
    E=3.0000 eV: 0.0985, 0.4340
```
